Basis and Limits of the Effective-Heat-of-Formation Rule for Silicides

A metal film lies on silicon and is heated. The two elements can form several silicides, all of which release heat, yet one of them often grows to a visible thickness before the others appear. The tabulated formation enthalpies don't settle which one it will be. They refer to a fixed amount of the finished compound, whereas the interface must work with whatever atoms are locally available. A compound with a large formation enthalpy may use up one element quickly and leave much of the other idle.

The effective-heat-of-formation rule corrects for this. It assigns a composition to the interface, finds how much of each compound that composition could make, and predicts that the compound releasing the most heat forms first. The correction is a mass balance and can be derived. The prediction is a further hypothesis, and a model with three compounds shows how much it rests on.

**The limiting element**

Take a closed packet of material at the interface containing one mole of atoms, of which a fraction x is silicon and 1 − x is metal M. Let one compound form, with silicon fraction c and formation enthalpy h per mole of its atoms. Enthalpies are measured from the pure solid elements, so h is negative for a compound that releases heat. Any excess element stays pure and contributes zero.

If f moles of atoms end up in the compound, they contain fc moles of silicon and f(1 − c) moles of metal. Neither can exceed the supply:

fc ≤ x,  f(1 − c) ≤ 1 − x.

The enthalpy of the packet is fh. Because h is negative, it is lowest when f is as large as both conditions allow. The lowest value is the effective heat of formation:

H′(x) = h min[x/c, (1 − x)/(1 − c)].

The first entry is the smaller when x(1 − c) < c(1 − x). The term xc cancels, which leaves x < c. Silicon is then the limiting element, and

H′ = x (h/c),  x < c.

Here h/c is the enthalpy per mole of silicon atoms consumed, and x is the number of moles available. For x > c the metal limits, and

H′ = (1 − x) h/(1 − c),  x > c.

At x = c nothing is left over and H′ = h.

Consider a model metal with three silicides, M₂Si, MSi and MSi₂, whose enthalpies are −48, −43 and −30 kJ per mole of atoms. Choose x = 0.46. For M₂Si, c = 1/3 and the metal limits:

f = 0.54/(2/3) = 0.81,  H′ = 0.81 × (−48) = −38.88 kJ/mol.

For MSi, c = 1/2 and silicon limits:

f = 0.46/0.5 = 0.92,  H′ = 0.92 × (−43) = −39.56 kJ/mol.

For MSi₂, c = 2/3 and silicon again limits:

f = 0.46/(2/3) = 0.69,  H′ = 0.69 × (−30) = −20.70 kJ/mol.

M₂Si has the most negative h, but MSi has the most negative H′, because it uses more of the packet. Its advantage is 0.68 kJ/mol, or 0.0070 eV per atom.

**What the choice of composition decides**

Nothing in the mass balance fixes x. The usual choice is the composition at which the liquidus is lowest. The argument for it is heuristic: a mixture that melts at a low temperature is, at a given annealing temperature, closer to melting, so its atoms may be more mobile and more of the reaction may take place there. This is a plausible proxy for kinetics, not a derived interfacial composition.

How much depends on it can be seen from the graph of H′ against x. Each compound gives a triangle: a straight line falls from zero at pure metal to h at x = c, then rises to zero at pure silicon. Each point on the triangle is the enthalpy of a mixture of that compound with one pure element.

Equilibrium at zero temperature allows more. It permits mixtures of any phases, including two compounds, and the lowest enthalpy so obtained is the convex hull. A single-compound packet is one of the permitted mixtures, so the hull can never lie above the best H′.

Call a compound stable if its h lies strictly below every mixture of the other phases at its own composition. Suppose that compound i is stable and set x = cᵢ. Its own effective heat is hᵢ. A rival's effective heat at this x is the enthalpy of a mixture of the rival and an element, and by the definition of stability that must be higher than hᵢ. Compound i therefore wins at its own composition, and, since H′ is continuous, in some window around it.

Every stable compound is thus the rule's choice for some x. The enthalpies and compositions of the compounds set the widths of the windows, and the assigned x selects among them.

The boundaries follow in one step. Let i and j be neighbouring stable compounds with cᵢ < cⱼ. Between their compositions the metal limits i and silicon limits j. Define the positive energies

a = |hᵢ|/(1 − cᵢ),  b = |hⱼ|/cⱼ,

the first per mole of metal and the second per mole of silicon. The heats released are a(1 − x) and bx. Setting them equal gives a = (a + b)x, so the winner changes at

x* = a/(a + b).

No third stable compound can intervene. Take a compound k with cₖ < cᵢ. For x ≥ cᵢ the metal limits both k and i, so both heats are proportional to 1 − x and their order cannot change. Since i wins at cᵢ, it beats k throughout. The same argument with the elements exchanged excludes compounds richer in silicon than j.

For M₂Si and MSi, a = 48/(2/3) = 72 and b = 43/(1/2) = 86 kJ/mol, so

x* = 72/(72 + 86) = 0.4557.

For MSi and MSi₂, a = 86 and b = 45 kJ/mol, so x* = 86/131 = 0.6565. The rule selects M₂Si below 0.4557, MSi between the two boundaries and MSi₂ above 0.6565. The chosen value 0.46 lies only about 0.004 inside the MSi window.

The two ends have a simple meaning. When silicon is very scarce, the winner gives the most heat per silicon atom. The values of |h|/c are 144, 86 and 45 kJ/mol, and M₂Si wins. When metal is very scarce, heat per metal atom decides. The values of |h|/(1 − c) are 72, 86 and 90 kJ/mol, and MSi₂ wins. The same interface can therefore give opposite answers according to which element is regarded as the scarce one.

**Why the leftovers matter**

The rule compares states that need not last. At x = 0.46 the M₂Si packet contains 0.81 mol of compound atoms and 0.19 mol of unused silicon. The MSi packet contains 0.92 mol of compound atoms and 0.08 mol of unused metal. The difference between the two effective heats is therefore the enthalpy of the conversion

0.81 (M₂Si atoms) + 0.19 Si → 0.92 (MSi atoms) + 0.08 M.

The conversion releases 0.68 kJ but sets free metal, which could itself react with MSi. The equilibrium state is a mixture of the two compounds. The fraction of atoms in MSi follows from the lever rule, (0.46 − 1/3)/(1/2 − 1/3) = 0.76, so

H = 0.24 × (−48) + 0.76 × (−43) = −44.20 kJ/mol.

This is 4.64 kJ/mol below the best single-compound state. The energy given up by forbidding the leftovers to react is nearly seven times the margin on which the choice rests. The rule needs a physical reason for the leftovers to stay idle, such as one compound growing well before a second can nucleate.

Forbidding two-compound mixtures has another consequence. Add a hypothetical M₃Si₂ with c = 0.4 and h = −45 kJ/mol. At this composition a mixture of M₂Si and MSi has enthalpy

0.6 × (−48) + 0.4 × (−43) = −46.0 kJ/mol,

so the new compound is unstable by 1.0 kJ/mol. Yet at x = 0.46 the metal limits it, f = 0.54/0.6 = 0.90, and H′ = −40.50 kJ/mol. It beats all three stable compounds. Metastable phases do sometimes form, so this is not a contradiction. It does show that a compound can win the ranking without being stable, and that the answer depends on which compounds are admitted to the list.

**A later reaction with little driving force**

Suppose that MSi has formed and silicon remains abundant. At x = 0.70 the metal limits both MSi and MSi₂. For MSi, f = 0.30/0.5 = 0.60 and H′ = −25.80 kJ/mol. For MSi₂, f = 0.30/(1/3) = 0.90 and H′ = −27.00 kJ/mol. The rule selects MSi₂, with an apparently ample heat of 27 kJ/mol.

Most of that heat was released when MSi formed. What remains is the reaction MSi + Si → MSi₂. One formula unit of MSi₂ has three atoms and one of MSi has two, so the reaction enthalpy is

3 × (−30) − 2 × (−43) = −4 kJ per mole of formula units,

or −1.333 kJ per mole of product atoms. Multiplied by the 0.90 mol of product, this gives the 1.20 kJ by which the two effective heats differ.

Such a small release makes nucleation difficult. Let a spherical nucleus of radius r have interface energy s per area, and let q be the energy released per volume of product. Its energy is

W(r) = 4πr²s − (4/3)πr³q.

Setting dW/dr = 8πrs − 4πr²q to zero gives r* = 2s/q. Substitution gives

W* = 16πs³/q² − 32πs³/(3q²) = 16πs³/(3q²).

Take an atomic molar volume of 7.0 cm³/mol and s = 0.3 J/m². Then q = 1333/(7.0 × 10⁻⁶) = 1.9 × 10⁸ J/m³, r* = 3.15 nm and W* = 77.8 eV. At 600 K the thermal energy is 0.0517 eV, so homogeneous nucleation is ruled out in this model. The digits are fragile, because the release is a small difference of large numbers. Making h of MSi₂ more negative by 2 kJ/mol lowers W* to 12.5 eV, making it less negative by 2 kJ/mol removes the driving force, and s = 0.1 J/m² gives 2.9 eV. Grain boundaries and other defects can lower the barrier greatly. Strain works the other way: an unrelaxed nucleus with a volume change near 10% would store about twice the heat released, so the strain must largely relax. Entropy also matters: a reaction entropy of −2.22 J/K per mole of product atoms would cancel the driving force at 600 K. A large effective heat is thus not enough to show that the next phase will appear.

**A nucleus does not exhaust its surroundings**

The first compound may also have to nucleate, and a small nucleus doesn't use up the limiting element. Suppose that the elements have first mixed into a thin disordered layer with free energy g(x) per mole of atoms. Remove a small amount n of material with composition c to make the nucleus. The rest has composition

x′ = (x − nc)/(1 − n) ≈ x + n(x − c)

to first order in n. The change in free energy is

(1 − n)g(x′) + nh − g(x) ≈ n[−g(x) + (x − c)g′(x) + h],

where g′ is the slope dg/dx and the compound's formation entropy is neglected. The driving force per mole of nucleus atoms is the negative of this change divided by n:

D = g(x) + (c − x)g′(x) − h.

The limiting-element factor has disappeared. If the elements have not mixed and both are in contact with the nucleus, g and g′ are zero and D = −h. The ordinary formation enthalpies then give the driving forces, and M₂Si leads.

For a mixed layer, use the regular-solution form

g(x) = Ωx(1 − x) + RT[x ln x + (1 − x) ln(1 − x)],

with Ω = −100 kJ/mol and T = 600 K. At x = 0.46 this gives g = −28.28 and g′ = −8.80 kJ/mol. For M₂Si,

D = −28.28 + (0.3333 − 0.46)(−8.80) + 48 = 20.83 kJ/mol.

The same calculation gives 14.37 kJ/mol for MSi and −0.10 kJ/mol for MSi₂. The order of the first two is the reverse of the effective-heat order. MSi₂, despite its effective heat of −20.70 kJ/mol, has essentially no driving force to nucleate from this layer. That near-zero value belongs to the assumed g: it becomes +5.2 kJ/mol for Ω = −80 and −5.4 kJ/mol for Ω = −120, and it rises if the disordered pure elements are placed above the crystalline zero, as they are in a real amorphous layer. The lead of M₂Si over MSi survives these changes; with Ω = −100 it is lost only when the layer holds more than about 64% silicon.

Even D is not a complete criterion, since interface energies may differ. For fixed s and molar volume, r* varies inversely with the driving force. For M₂Si it would be 3.15 × 1.333/20.83 = 0.20 nm, comparable with an atomic spacing. Taken literally, the formula gives nuclei of about 3 atoms for M₂Si and 9 for MSi, with barriers of 0.32 and 0.67 eV. At these sizes the continuum formula is outside its range, so it cannot settle how the nucleation barrier compares with that of atomic rearrangement.

**Heat and rate**

Suppose that two first-order routes lead from the same unreacted material u to M₂Si and MSi, with rate constants w₁ and w₂. Then

dn₁/dt = w₁u,  dn₂/dt = w₂u.

Dividing the equations gives dn₁/dn₂ = w₁/w₂. With neither product present at the start, the yields stay in the ratio

n₁/n₂ = w₁/w₂ = exp(ΔQ/kT),

where the prefactors are held equal and ΔQ is the amount by which the barrier to MSi exceeds that to M₂Si. For ΔQ = 0.1 eV at 600 K the ratio is 6.92 in favour of M₂Si, although MSi releases more heat from the packet. The reaction heats do not enter. This holds for irreversible routes that share one rate law; if they depend differently on the amounts of metal and silicon, the ratio drifts as the supply is consumed.

A link between heat and barrier would give the rule a kinetic basis. But the margin here is only 0.0070 eV per atom. If all of it appeared as the barrier difference of a one-atom step, the yields would differ by a factor of only exp(0.0070/0.0517), about 1.1. A step in which many atoms move together could have a larger barrier difference, but the rule does not supply one.

**How firm is the example's answer?**

M₂Si draws level if its h becomes more negative by 0.68/0.81 = 0.84 kJ/mol. An uncertainty of ±2 kJ/mol in that one enthalpy moves the boundary between 0.4452 and 0.4658, which spans the chosen composition. If M₂Si had a formation entropy of 2 J/(mol K) and MSi had none, the free energy of M₂Si would fall by 1.20 kJ/mol at 600 K, enough to reverse the order. An entropy common to both does not cancel, because the amounts formed differ: a 2 J/(mol K) excess reverses the order only while the formation entropy of MSi is below about 4.4 J/(mol K).

Interfaces matter in thin films. If f moles of product with molar volume V form a layer of thickness t, its area is fV/t. Let the two products cover the same area and have equal interface energies, except for an extra Δs for MSi. This costs fVΔs/t, where f and t refer to the MSi layer. With Δs = 0.5 J/m² this equals the 0.68 kJ/mol margin at t = 4.74 nm, and below that thickness M₂Si is preferred.

Elastic energy is smaller if the film has relaxed to a stress near 1 GPa. An equal biaxial stress σ produces a strain σ(1 − ν)/E in each of two directions, where E is Young's modulus and ν is Poisson's ratio. Each direction stores half of stress times strain, so the total density is σ²(1 − ν)/E. For 1 GPa, 200 GPa and 0.3, this is 0.0245 kJ per mole of product atoms. The 0.92 mol of MSi would store 0.023 kJ, about 3% of the margin. The energy grows as σ² and would equal the margin at about 5.5 GPa, and only its difference between the two products affects the ranking.

The parameters are rough, rounded values in the regime of nickel silicides, and 0.46 is roughly the silicon fraction at the nickel–silicon liquidus minimum. The real system has further compounds, including a stable Ni₃Si₂; the instability of M₃Si₂ above was imposed. In nickel films on silicon, Ni₂Si is commonly the first phase to grow thick, NiSi follows, and NiSi₂ usually needs a much higher temperature. Among the three listed compounds and at x = 0.46, the model's effective heats favour MSi first, but by less than their plausible error, so they don't settle whether M₂Si or MSi leads. A stable M₃Si₂ would change the ranking. With the other enthalpies unchanged, its h would have to lie below −46.0 kJ/mol, which puts its H′ at x = 0.46 below 0.90 × (−46.0) = −41.4 kJ/mol, ahead of both. The rule would then name M₃Si₂ first, contrary to the usual sequence, unless that compound were left off the list for a separate reason, such as difficult nucleation. As usually applied to silicides, the rule does this by admitting only congruently melting compounds, which excludes Ni₃Si₂; that restriction is an added assumption and does not follow from the mass balance. Real contacts also break the assumption of a closed packet, because atoms keep arriving by diffusion. Lowering the effective composition by less than 0.005 is enough to change the answer, while raising it to 0.465 widens the lead of MSi to 1.47 kJ/mol. The nickel–silicon liquidus also has a second eutectic of nearly the same temperature near x = 0.56, where MSi would lead by 6.2 kJ/mol. In a film 10 nm thick, the assumed interface term alone would remove 0.68 × 4.74/10 = 0.32 kJ/mol, about half the margin; in a first layer 1 nm thick it would amount to 3.2 kJ/mol, several times the margin.

The rule is therefore best used as a screen. Its choice deserves weight when the leading compound wins by more than the errors in enthalpy, entropy and interface energy, when it keeps winning over the plausible range of x, and when no large difference in nucleation or transport is expected. The numerical output gives the values for the case treated here, which fails the first two conditions.

Numbers as computed

```
Packet Si fraction: 0.46; temperature: 600 K
Enthalpies below: kJ per mole of atoms
M2Si: c=0.3333, h=-48.0, product fraction=0.8100
  H'=-38.88 kJ/mol = -0.4030 eV/atom
MSi: c=0.5000, h=-43.0, product fraction=0.9200
  H'=-39.56 kJ/mol = -0.4100 eV/atom
MSi2: c=0.6667, h=-30.0, product fraction=0.6900
  H'=-20.70 kJ/mol = -0.2145 eV/atom
MSi advantage over M2Si: 0.68 kJ/mol = 0.0070 eV/atom
Equilibrium enthalpy: -44.20 kJ/mol
Best H' above equilibrium: 4.64 kJ/mol
M2Si/MSi switch at Si fraction: 0.4557
MSi/MSi2 switch at Si fraction: 0.6565
Unstable M3Si2: c=0.40, h=-45.0 kJ/mol
  above hull: 1.00 kJ/mol
  H' at chosen composition: -40.50 kJ/mol
M2Si enthalpy shift for tie: -0.84 kJ/mol
Assumed M2Si enthalpy error: +/-2.0 kJ/mol
  switch range: 0.4452 to 0.4658
Assumed entropy difference: 2.0 J/(mol K)
  free-energy shift: -1.20 kJ/mol
Atomic molar volume: 7.0 cm3/mol
Extra MSi interface energy: 0.5 J/m2
  ranking reverses below thickness: 4.74 nm
Film stress: 1.0 GPa; Young modulus: 200 GPa
Poisson ratio: 0.3; elastic energy: 0.0245 kJ/mol
Interlayer mixing parameter: -100 kJ/mol
Interlayer free energy: -28.28 kJ/mol
Interlayer free-energy slope: -8.80 kJ/mol
M2Si nucleation driving force: 20.83 kJ/mol
MSi nucleation driving force: 14.37 kJ/mol
MSi2 nucleation driving force: -0.10 kJ/mol
Late-stage packet Si fraction: 0.70
  H' for MSi, MSi2: -25.80, -27.00 kJ/mol
  difference of H': 1.20 kJ/mol
MSi + Si -> MSi2 release: 1.333 kJ/mol product atoms
  entropy change cancelling it: -2.22 J/(mol K)
Nucleus interface energy: 0.3 J/m2
  critical radius: 3.15 nm
  homogeneous barrier: 77.8 eV
Thermal energy kT: 0.0517 eV
Kinetic barrier difference: 0.1 eV
  M2Si/MSi yield ratio: 6.92
```
